# Why octahedral d0 bis(imido) complexes favour cis imides: test program

```python
"""Why octahedral d0 bis(imido) complexes favour cis imides.

Result under test: two imides reach 2 metal d-pi orbitals when trans, 3 when cis.
With s(u) = sqrt(gap^2/4 + u) - gap/2 the d0 energy difference is
E(cis) - E(trans) = -2*(2*s(beta^2) - s(2*beta^2)), which is negative.
gap : metal d-pi level minus nitrogen p-pi level (eV)
beta: coupling of one nitrogen p-pi orbital to its d-pi partner (eV)
u   : squared coupling of one ligand combination to one d orbital (eV^2)
Couplings are taken from overlap integrals of three-dimensional Gaussians.
A Hartree-Fock calculation on a tungsten complex checks order and d use.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, lib

lib.num_threads(1)
EV_TO_KJMOL = constants.e * constants.N_A / 1000.0
HARTREE_TO_EV = constants.value("Hartree energy in eV")
X, Y, Z = np.eye(3)


def planar(angle_deg):
    a = np.radians(angle_deg)
    return np.array([np.cos(a), np.sin(a), 0.0])


def pi_axes(n):
    """Two unit vectors perpendicular to the metal-ligand direction n."""
    if abs(n[2]) > 0.9:
        return X, Y
    return np.cross(Z, n), Z


def angular_couplings(directions):
    """Normalized sigma-d, pi-d and pi-p couplings from Gaussian overlaps.

    Metal d order: xy, yz, z2, xz, x2-y2.
    """
    atoms = [["W", (0.0, 0.0, 0.0)]]
    atoms += [["N", tuple(3.3 * n)] for n in directions]
    basis = {"W": [[1, [0.2, 1.0]], [2, [0.3, 1.0]]],
             "N": [[1, [0.4, 1.0]]]}
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", spin=None, verbose=0)
    overlap = mol.intor("int1e_ovlp")
    sigma_d, pi_d, pi_p = [], [], []
    for k, n in enumerate(directions):
        block = overlap[8 + 3 * k:11 + 3 * k, :8]
        sigma_d.append(n @ block[:, 3:])
        for axis in pi_axes(n):
            pi_d.append(axis @ block[:, 3:])
            pi_p.append(axis @ block[:, :3])
    result = []
    for rows in (sigma_d, pi_d, pi_p):
        rows = np.array(rows)
        rows = rows / np.linalg.norm(rows[0])
        # every equal ligand must have the same total coupling strength
        assert np.allclose(np.linalg.norm(rows, axis=1), 1.0, atol=1e-9)
        result.append(rows)
    return result


def energy_change(coupling, ligand_levels, metal_levels, metal_pairs=0):
    """Energy of doubly filled orbitals relative to uncoupled ligand pairs."""
    n_lig, n_met = coupling.shape
    h = np.zeros((n_lig + n_met, n_lig + n_met))
    h[:n_lig, :n_lig] = np.diag(ligand_levels)
    h[n_lig:, n_lig:] = np.diag(metal_levels)
    h[:n_lig, n_lig:] = coupling
    h[n_lig:, :n_lig] = coupling.T
    levels = np.linalg.eigvalsh(h)
    return 2 * levels[:n_lig + metal_pairs].sum() - 2 * np.sum(ligand_levels)


def lowering(u, gap):
    return np.sqrt(gap**2 / 4 + u) - gap / 2


# ---- counting of the d-pi orbitals ----
cis_dirs = [planar(0), planar(90)]
trans_dirs = [planar(0), planar(180)]
_, cis_pi, cis_p = angular_couplings(cis_dirs)
_, trans_pi, trans_p = angular_couplings(trans_dirs)
cis_sq = np.linalg.svd(cis_pi, compute_uv=False)**2
trans_sq = np.linalg.svd(trans_pi, compute_uv=False)**2
cis_count = int(np.sum(cis_sq > 1e-8))
trans_count = int(np.sum(trans_sq > 1e-8))
assert cis_count == 3 and trans_count == 2
assert np.allclose(cis_sq, [2, 1, 1, 0], atol=1e-8)
assert np.allclose(trans_sq, [2, 2, 0, 0], atol=1e-8)
assert np.linalg.norm(trans_pi[:, 1]) < 1e-8      # trans leaves d_yz unused
assert np.allclose(cis_pi[:, [2, 4]], 0, atol=1e-8)  # no pi coupling to eg
left_vectors = np.linalg.svd(cis_pi)[0]
nonbonding = np.abs(left_vectors[:, 3])
assert np.allclose(nonbonding, [np.sqrt(0.5), 0, np.sqrt(0.5), 0], atol=1e-7)

# ---- orbital energies ----
gap, beta, eg_raise = 3.0, 2.0, 5.0
d_levels = np.array([0.0, 0.0, eg_raise, 0.0, eg_raise])
n_levels = np.full(4, -gap)


def preference(b, pairs=0):
    return (energy_change(b * cis_pi, n_levels, d_levels, pairs)
            - energy_change(b * trans_pi, n_levels, d_levels, pairs))


s_one, s_two = lowering(beta**2, gap), lowering(2 * beta**2, gap)
e_cis = energy_change(beta * cis_pi, n_levels, d_levels)
e_trans = energy_change(beta * trans_pi, n_levels, d_levels)
d0_diff, d2_diff = preference(beta), preference(beta, 1)
assert abs(d0_diff + 2 * (2 * s_one - s_two)) < 1e-8 and d0_diff < 0
assert abs(d2_diff - 2 * (s_two - s_one)) < 1e-8 and d2_diff > 0
weak_beta = 0.1
weak_diff = preference(weak_beta)
weak_law = -4 * weak_beta**4 / gap**3
assert abs(weak_diff / weak_law - 1) < 0.01  # next term is about 0.7 percent
scan = [(b, preference(b)) for b in (1.0, 2.0, 3.0)]
assert all(value < 0 for _, value in scan)

# ---- sizes of effects left out of the basic model ----
cis_six = cis_dirs + [-X, -Y, Z, -Z]
trans_six = trans_dirs + [Y, -Y, Z, -Z]
cis_sigma6, cis_pi6, _ = angular_couplings(cis_six)
trans_sigma6, trans_pi6, _ = angular_couplings(trans_six)
sigma_imide, sigma_other, sigma_gap = 3.0, 2.0, 6.0
sigma_scale = np.array([sigma_imide] * 2 + [sigma_other] * 4)[:, None]
sigma_levels = np.full(6, -sigma_gap)
sigma_diff = (energy_change(sigma_scale * cis_sigma6, sigma_levels, np.zeros(5))
              - energy_change(sigma_scale * trans_sigma6, sigma_levels,
                              np.zeros(5)))
assert sigma_diff < 0

other_beta, other_gap = 0.8, 4.0
pi_scale = np.array([beta] * 4 + [other_beta] * 8)[:, None]
pi_levels = np.array([-gap] * 4 + [-other_gap] * 8)
spectator_diff = (energy_change(pi_scale * cis_pi6, pi_levels, d_levels)
                  - energy_change(pi_scale * trans_pi6, pi_levels, d_levels))
assert spectator_diff < 0

p_beta, p_level = 1.0, 6.0
dp_levels = np.append(d_levels, [p_level] * 3)
metal_p_diff = (
    energy_change(np.hstack([beta * cis_pi, p_beta * cis_p]),
                  n_levels, dp_levels)
    - energy_change(np.hstack([beta * trans_pi, p_beta * trans_p]),
                    n_levels, dp_levels))
assert metal_p_diff > d0_diff  # metal p orbitals weaken the cis preference

open_angle = 105.0
open_dirs = [planar(45 - open_angle / 2), planar(45 + open_angle / 2)]
_, open_pi, _ = angular_couplings(open_dirs)
opening_change = energy_change(beta * open_pi, n_levels, d_levels) - e_cis
temperature = 400.0
thermal = constants.k * temperature / constants.e

# ---- printed results of the orbital model ----
print("squared couplings / beta^2, cis:", np.round(np.abs(cis_sq), 4))
print("squared couplings / beta^2, trans:", np.round(np.abs(trans_sq), 4))
print(f"d-pi orbitals reached: cis {cis_count}, trans {trans_count}")
print(f"sum of squares / beta^2: cis {cis_sq.sum():.4f}, "
      f"trans {trans_sq.sum():.4f}")
print(f"model gap {gap:.1f} eV, beta {beta:.1f} eV, eg raised {eg_raise:.1f} eV")
print(f"s(beta^2) = {s_one:.4f} eV, s(2 beta^2) = {s_two:.4f} eV")
print(f"pi energy: cis {e_cis:.4f} eV, trans {e_trans:.4f} eV")
print(f"d0 E(cis)-E(trans) = {d0_diff:.4f} eV = "
      f"{d0_diff * EV_TO_KJMOL:.1f} kJ/mol")
print(f"d2 E(cis)-E(trans) = {d2_diff:.4f} eV = "
      f"{d2_diff * EV_TO_KJMOL:.1f} kJ/mol")
print(f"weak beta {weak_beta:.1f} eV: diagonalized {weak_diff:.4e} eV, "
      f"quartic law {weak_law:.4e} eV")
for b, value in scan:
    print(f"beta {b:.1f} eV: d0 E(cis)-E(trans) = {value:.4f} eV")
print(f"sigma inputs: imide {sigma_imide:.1f}, other {sigma_other:.1f}, "
      f"gap {sigma_gap:.1f} eV")
print(f"sigma part of E(cis)-E(trans) = {sigma_diff:.4f} eV")
print(f"spectator pi inputs: coupling {other_beta:.1f}, gap {other_gap:.1f} eV")
print(f"pi difference with spectators = {spectator_diff:.4f} eV")
print(f"metal p inputs: coupling {p_beta:.1f}, level {p_level:.1f} eV")
print(f"pi difference with metal p = {metal_p_diff:.4f} eV")
print(f"cis pi energy change, 90 to {open_angle:.0f} deg = "
      f"{opening_change:.4f} eV")
print(f"thermal energy at {temperature:.0f} K = {thermal:.4f} eV", flush=True)

# ---- Hartree-Fock calculation of [W(NH)2F4]2- ----
r_wn, r_nh, r_wf = 1.76, 1.02, 1.95


def tungsten_complex(six_directions):
    """Total energy (hartree) and Loewdin populations of the W d-pi orbitals."""
    atoms = [["W", (0.0, 0.0, 0.0)]]
    for n in six_directions[:2]:
        atoms.append(["N", tuple(r_wn * n)])
        atoms.append(["H", tuple((r_wn + r_nh) * n)])
    atoms += [["F", tuple(r_wf * n)] for n in six_directions[2:]]
    basis = {"W": "lanl2dz", "N": "6-31g", "H": "6-31g", "F": "6-31g"}
    mol = gto.M(atom=atoms, basis=basis, ecp={"W": "lanl2dz"},
                charge=-2, spin=0, verbose=0)
    mf = scf.RHF(mol).density_fit(auxbasis="def2-universal-jkfit")
    mf.conv_tol = 1e-7
    mf.max_cycle = 60
    mf.kernel()
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    values, vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
    root = (vectors * np.sqrt(values)) @ vectors.T
    populations = np.diag(root @ density @ root)
    t2g = {"xy": 0.0, "xz": 0.0, "yz": 0.0}
    for label, pop in zip(mol.ao_labels(fmt=None), populations):
        if label[1] == "W" and label[2].endswith("d") and label[3] in t2g:
            t2g[label[3]] += pop
    return mf.e_tot, t2g


cis_energy, cis_pop = tungsten_complex(cis_six)
trans_energy, trans_pop = tungsten_complex(trans_six)
hf_diff = (cis_energy - trans_energy) * HARTREE_TO_EV
print(f"W complex bonds: W-N {r_wn:.2f}, N-H {r_nh:.2f}, "
      f"W-F {r_wf:.2f} angstrom")
print(f"Hartree-Fock E(cis)-E(trans) = {hf_diff:.3f} eV = "
      f"{hf_diff * EV_TO_KJMOL:.0f} kJ/mol")
for name, pop in (("cis", cis_pop), ("trans", trans_pop)):
    print(f"W d populations, {name} (electrons): xy {pop['xy']:.3f}, "
          f"xz {pop['xz']:.3f}, yz {pop['yz']:.3f}", flush=True)
assert hf_diff < 0
assert trans_pop["yz"] < min(trans_pop["xy"], trans_pop["xz"])
assert trans_pop["yz"] < min(cis_pop.values())
print("finished without a failed check")
```

Running it gives:

```
squared couplings / beta^2, cis: [2. 1. 1. 0.]
squared couplings / beta^2, trans: [2. 2. 0. 0.]
d-pi orbitals reached: cis 3, trans 2
sum of squares / beta^2: cis 4.0000, trans 4.0000
model gap 3.0 eV, beta 2.0 eV, eg raised 5.0 eV
s(beta^2) = 1.0000 eV, s(2 beta^2) = 1.7016 eV
pi energy: cis -7.4031 eV, trans -6.8062 eV
d0 E(cis)-E(trans) = -0.5969 eV = -57.6 kJ/mol
d2 E(cis)-E(trans) = 1.4031 eV = 135.4 kJ/mol
weak beta 0.1 eV: diagonalized -1.4717e-05 eV, quartic law -1.4815e-05 eV
beta 1.0 eV: d0 E(cis)-E(trans) = -0.0880 eV
beta 2.0 eV: d0 E(cis)-E(trans) = -0.5969 eV
beta 3.0 eV: d0 E(cis)-E(trans) = -1.4164 eV
sigma inputs: imide 3.0, other 2.0, gap 6.0 eV
sigma part of E(cis)-E(trans) = -0.0718 eV
spectator pi inputs: coupling 0.8, gap 4.0 eV
pi difference with spectators = -0.3276 eV
metal p inputs: coupling 1.0, level 6.0 eV
pi difference with metal p = -0.4028 eV
cis pi energy change, 90 to 105 deg = 0.0714 eV
thermal energy at 400 K = 0.0345 eV
W complex bonds: W-N 1.76, N-H 1.02, W-F 1.95 angstrom
Hartree-Fock E(cis)-E(trans) = -0.249 eV = -24 kJ/mol
W d populations, cis (electrons): xy 0.739, xz 0.800, yz 0.800
W d populations, trans (electrons): xy 0.923, xz 0.923, yz 0.389
finished without a failed check
```
